\section*{Why the electron-gas mass stays near m while Z falls}

\section{A weakened electron with an almost unchanged mass}

Add an electron just outside the Fermi sphere of a uniform electron gas. The other electrons move away from it, and the original one-particle state survives in the resulting quasiparticle with weight $Z$. At density parameter $r_s=4$, the calculation below gives $Z=0.64$. So large a rearrangement might be expected to make the particle heavy, yet the same calculation gives $m^*/m=1.04$.

The setting is the three-dimensional gas with a neutralising background, at zero temperature, in its normal, unpolarised Fermi-liquid state. I set $\hbar=1$ and measure energy $E$ from the chemical potential. With $\xi_k=k^2/2m-\mu$,
\[
G^{-1}(k,E)=E-\xi_k-\Sigma(k,E).
\]
At the Fermi surface $\xi_{k_F}+\Sigma(k_F,0)=0$, so to first order
\[
G^{-1}=(1-\partial_E\Sigma)E-\left(\frac{k_F}{m}+\partial_k\Sigma\right)(k-k_F).
\]
Dividing out the coefficient of $E$ gives
\[
G=\frac{Z}{E-v^*(k-k_F)},\qquad Z=\frac1{1-\partial_E\Sigma},\qquad
v^*=\frac{k_F}{m^*}=Z\left(\frac{k_F}{m}+\partial_k\Sigma\right).
\]
Define two dimensionless slopes and their sum,
\[
s_E=\partial_E\Sigma,\qquad s_k=\frac{m}{k_F}\partial_k\Sigma,\qquad R=s_E+s_k .
\]
Then
\begin{equation}
\frac{m}{m^*}=\frac{1+s_k}{1-s_E}=1+\frac{s_k+s_E}{1-s_E}=1+ZR .
\label{mass}
\end{equation}
The mass depends on the sum of the slopes, whereas $Z$ depends on $s_E$ alone.

\section{Each slope by itself}

At $r_s=4$ the slopes are $s_E=-0.571$ and $s_k=0.510$.

The frequency slope alone, with $s_k=0$, gives $m^*/m=1/Z=1.57$. This is the result for any momentum-independent self-energy: the delayed response of the surroundings slows the particle.

The momentum slope alone, with $s_E=0$, gives $m^*/m=1/1.510=0.66$. The particle gains energy faster with momentum than a free one.

Together they leave $R=-0.061$, about a tenth of either slope. Two questions follow: what forces the slopes to oppose each other, and what fixes the remainder?

\section{What momentum conservation removes}

\subsection{The Ward identity}

Use imaginary frequencies, $E\to i\omega$, so that $\partial_E=-i\partial_\omega$. The self-energy is a functional $\Sigma[G]$, a sum of diagrams built from $G$ and the instantaneous interaction $v(q)$. The background cancels the uniform Hartree term.

Replace $G(\mathbf k,i\omega)$ by $G(\mathbf k,i(\omega+\mathbf k\cdot\mathbf a))$ with a small real vector $\mathbf a$. In each diagram, the added frequencies $\mathbf k_j\cdot\mathbf a$ balance at every vertex because the momenta do. They can therefore be absorbed by shifting the internal frequency variables. An interaction line is unaffected, since $v(q)$ has no frequency dependence. What remains is a shift of the external frequency: $\Sigma(\mathbf k,i\omega)$ becomes $\Sigma(\mathbf k,i(\omega+\mathbf k\cdot\mathbf a))$.

Let $I=\delta\Sigma/\delta G$, with the spin sum and the integral $\int d^3k'\,d\omega'/(2\pi)^4$ understood. To first order in $\mathbf a$,
\[
\mathbf k\,\partial_\omega\Sigma=\int I\,\mathbf k'\,\partial_{\omega'}G .
\]
A common shift of all momenta gives similarly
\[
\nabla_{\mathbf k}\Sigma=\int I\,\nabla_{\mathbf k'}G .
\]
Multiply the first relation by $-i/m$ and add the second:
\begin{equation}
\mathbf D\Sigma=\int I\,\mathbf D'G,\qquad
\mathbf D=\nabla_{\mathbf k}+\frac{\mathbf k}{m}\partial_E .
\label{ward}
\end{equation}
At the Fermi surface $\hat{\mathbf k}\cdot\mathbf D\Sigma=(k_F/m)R$. The identity therefore addresses the sum of slopes that sets the mass.

It requires the medium to take part in the shift. In the numerical test on a small momentum--frequency lattice with a randomly drawn $G$, the shift property holds to rounding error for the $GW$ and second-order exchange diagrams. If the dynamic interaction is instead held fixed, as for an external medium that does not move with the electrons, the property fails; for this particular $G$ the largest mismatch is $0.90$ of the largest self-energy element.

\subsection{The Fermi-surface remainder}

Away from the Fermi-surface singularity,
\[
\mathbf DG=-G^2\mathbf D(G^{-1})
=-G^2\left(\frac{\mathbf k}{m}-\frac{\mathbf k}{m}-\mathbf D\Sigma\right)
=G^2\mathbf D\Sigma .
\]
The free-particle terms cancel: the first comes from $\partial_E E=1$, the second from $\nabla\xi_k$.

At the singularity, put $x=k-k_F$ and do the frequency integral first. Since
\[
\frac{Z}{i\omega-v^*x}=-Z\,\frac{v^*x+i\omega}{(v^*x)^2+\omega^2},
\]
the even part tends to $-\pi Z\delta(\omega)$ as $x\to0^+$ and to $+\pi Z\delta(\omega)$ as $x\to0^-$. This jump of $-2\pi Z\delta(\omega)$ adds a delta function to the momentum derivative. The frequency derivative has none, because at fixed $x\ne0$ the function is smooth in $\omega$. Hence
\begin{equation}
\mathbf DG=G^2\mathbf D\Sigma-2\pi Z\,\delta(\omega)\delta(k-k_F)\hat{\mathbf k}.
\label{delta}
\end{equation}

Insert this in (\ref{ward}) and collect $\mathbf D\Sigma$ on the left:
\[
(1-IG^2)\mathbf D\Sigma=-I\,[2\pi Z\,\delta(\omega)\delta(k-k_F)\hat{\mathbf k}].
\]
Assume that the operator on the left can be inverted, and define $\Gamma=(1-IG^2)^{-1}I$. The frequency-first rule means that momentum transfer goes to zero before frequency transfer, and in that limit $f=Z^2\Gamma$ is the microscopic definition of Landau's quasiparticle interaction. Multiply by $Z$ and project on $\hat{\mathbf k}$. By (\ref{mass}) the left side becomes $Z(k_F/m)R=v^*-k_F/m$, so
\[
v^*-\frac{k_F}{m}=-\sum_{\sigma'}\int\frac{d^3k'}{(2\pi)^3}\,
f\,\delta(k'-k_F)\,\hat{\mathbf k}\cdot\hat{\mathbf k}' .
\]
Expand the spin average of $f$ in Legendre polynomials, $f^s=\sum_l f_l^sP_l$. The angular average of $f^s\cos\theta$ is $f_1^s/3$, and the two spins and the radial integral supply $k_F^2/\pi^2$. With $F_1^s=(m^*k_F/\pi^2)f_1^s$,
\begin{equation}
\frac{k_F}{m^*}-\frac{k_F}{m}=-\frac{k_F}{m^*}\frac{F_1^s}{3}
\quad\Longrightarrow\quad
\frac{m^*}{m}=1+\frac{F_1^s}{3}.
\label{landau}
\end{equation}

The Ward identity thus reduces the sum of two large slopes to an interaction between quasiparticles on the Fermi surface, and to its $l=1$ part. It does not make that part small. A Galilean-invariant liquid with large $F_1^s$ is heavy and still obeys (\ref{landau}). For the electron gas the remainder has to be calculated.

\section{The remainder split into two contributions}

Take the $G_0W_0$ approximation: free propagators and an interaction screened by the free-electron polarizability $\chi$. From here on $k_F=m=1$, so energies are in units of $2E_F$ and $e^2=(4/9\pi)^{1/3}r_s$. Then
\[
\Sigma(\mathbf k,i\omega)=-\int\frac{d^3q}{(2\pi)^3}\int\frac{d\nu}{2\pi}\,
W(q,i\nu)\,G_0(\mathbf k+\mathbf q,i\omega+i\nu),
\]
with $W^{-1}=v^{-1}+\chi$ and $v=4\pi e^2/q^2$.

Put $\mathbf p=\mathbf k+\mathbf q$. Since $\mathbf k=\mathbf p-\mathbf q$,
\[
(\nabla_{\mathbf k}+\mathbf k\,\partial_E)G_0(\mathbf p)
=\mathbf D_pG_0-\mathbf q\,\partial_EG_0 .
\]
By the argument for (\ref{delta}), now with $Z=1$ and $\Sigma=0$, $\mathbf D_pG_0=-2\pi\delta(\nu)\delta(p-1)\hat{\mathbf p}$ at $\omega=0$. The two terms give the two contributions to $R$.

\subsection{Screened exchange}

The delta function selects the static interaction between two points on the Fermi surface. With $x=\hat{\mathbf k}\cdot\hat{\mathbf p}$ and $q^2=2-2x$,
\begin{equation}
S=\int\frac{d^3p}{(2\pi)^3}W(q,0)\,\delta(p-1)\,x
=\frac1{4\pi^2}\int_{-1}^{1}dx\,x\,W(\sqrt{2-2x},0).
\label{S}
\end{equation}
A constant $W$ gives zero. A $W$ that favours small angles gives $S>0$, which raises the velocity.

Screening is essential here. For the bare interaction use $dx=-q\,dq$ and cut the integral off at $q_0$:
\[
S_{\rm bare}=\frac{e^2}{\pi}\int_{q_0}^{2}\left(\frac1q-\frac q2\right)dq
=\frac{e^2}{\pi}\left(\ln\frac2{q_0}-1+\frac{q_0^2}{4}\right),
\]
which diverges as $q_0\to0$. At $r_s=4$ it is $2.85$ for $q_0=0.01$ and $4.38$ for $q_0=0.001$. The screened value is $0.040$. Multiplied by the free density of states $N_0=1/\pi^2$, the static $W$ falls only from $1.00$ at $q\to0$ to $0.50$ at $q=2$. If it jumped between these values at $x=0$, (\ref{S}) would give $\frac14\cdot\frac12\cdot0.50=0.06$; the gradual variation gives less.

\subsection{Response of the medium}

The second term is $+\int W(\mathbf q\cdot\hat{\mathbf k})\,\partial_{i\nu}G_0$. Integrate by parts in $\nu$; the boundary term vanishes because $G_0\sim1/i\nu$. Since $\partial_{i\nu}W=-W^2\partial_{i\nu}\chi=iW^2\partial_\nu\chi$, the term becomes
\begin{equation}
-i\int\frac{d^3q}{(2\pi)^3}\int\frac{d\nu}{2\pi}\,x\,W^2\,Y\,G_0,
\qquad Y=q\,\partial_\nu\chi,\quad x=\hat{\mathbf q}\cdot\hat{\mathbf k}.
\label{second}
\end{equation}

To interpret $Y$, write the polarizability with occupations $n_p$ and $\varepsilon_p=p^2/2$:
\begin{align*}
\chi&=2\int\frac{d^3p}{(2\pi)^3}
\frac{n_{\mathbf p}-n_{\mathbf p+\mathbf q}}{\varepsilon_{\mathbf p+\mathbf q}-\varepsilon_{\mathbf p}-i\nu}\\
&=2\int\frac{d^3p}{(2\pi)^3}\,n_{\mathbf p}\left[
\frac1{b+\mathbf p\cdot\mathbf q-i\nu}+\frac1{b-\mathbf p\cdot\mathbf q+i\nu}\right],
\quad b=\frac{q^2}{2}.
\end{align*}
The second line follows from $\mathbf p\to\mathbf p-\mathbf q$ in the term with $n_{\mathbf p+\mathbf q}$. Displace the Fermi sphere by a small $\mathbf u$. Relabelling $\mathbf p\to\mathbf p+\mathbf u$ shows that this replaces $i\nu$ by $i\nu-\mathbf q\cdot\mathbf u$, so
\[
\delta\chi=-\mathbf q\cdot\mathbf u\,\partial_{i\nu}\chi=i(\hat{\mathbf q}\cdot\mathbf u)Y .
\]
Thus $Y$ measures how the screening changes when the medium moves.

The same change follows from $\delta n_{\mathbf p}=\delta(p-1)\hat{\mathbf p}\cdot\mathbf u$. Take $\mathbf u=\hat{\mathbf q}$ and reverse $x$ in the second fraction. The two fractions become a complex number minus its conjugate:
\[
iY=\frac1{2\pi^2}\int_{-1}^1dx\,x\;2i\,\mathrm{Im}\frac1{b+qx-i\nu}.
\]
The average of $xG_0$ over the direction of $\mathbf q$, for $k=1$, contains the same integral:
\[
\langle xG_0\rangle=\frac12\int_{-1}^1\frac{x\,dx}{i\nu-b-qx},
\qquad
\mathrm{Im}\langle xG_0\rangle=-\frac{\pi^2}{2}Y .
\]
In (\ref{second}) $Y$ is odd in $\nu$, so the odd, imaginary part of $\langle xG_0\rangle$ survives. With $-i\cdot i=1$, the term equals
\[
-\frac{\pi^2}{2}\int_0^\infty\frac{q^2dq}{2\pi^2}\;2\!\int_0^\infty\frac{d\nu}{2\pi}W^2Y^2=-B,
\]
\begin{equation}
B=\frac1{4\pi}\int_0^\infty dq\,q^2\int_0^\infty d\nu\,W^2Y^2\ \ge0 .
\label{B}
\end{equation}
In this approximation the response of the medium therefore lowers the velocity at every density, and
\begin{equation}
R=S-B .
\label{balance}
\end{equation}

There is a direct physical reading. Displace the sphere by $u$ along $\hat{\mathbf k}$. Exchange changes the energy of the electron at $\mathbf k$ by $-Su$, and the altered screening changes it by $+Bu$. Galilean invariance requires the total change to be that of viewing the particle from a moving frame, $-vu+u$. Hence $v=1+S-B$, the velocity to first order in $\Sigma$.

\section{Why the large part of the slopes drops out}

Long-wavelength charge fluctuations show the cancellation explicitly. For $q\to0$ at finite $\nu$, $v\chi\to\omega_p^2/\nu^2$, where $\omega_p$ is the plasma frequency, and $G_0\simeq1/i\nu$. Because $G_0$ depends on $i\nu-\xi$, its energy and momentum derivatives are opposite: $\partial_EG_0\simeq1/\nu^2$ and $\partial_kG_0\simeq-1/\nu^2$. The contribution to $s_E$ from a shell $dq$ is
\[
-\frac{q^2dq}{2\pi^2}\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,
\frac{4\pi e^2}{q^2}\,\frac1{\nu^2+\omega_p^2}
=-\frac{e^2}{\pi\omega_p}\,dq ,
\]
and $s_k$ receives the opposite amount. Each slope thus has a finite density in $q$ down to $q=0$.

The remainder does not. The integrand of $S$ vanishes as $q$. For $B$, the range $\nu\sim q$ contributes as $q^3$, since $W$ and $Y$ then depend on $\nu/q$. At finite $\nu$, $W^2\sim q^{-4}$ and $Y^2\sim q^6$, so the integrand vanishes as $q^4$. Slowly varying polarisation takes weight from the bare electron but leaves its velocity unchanged at this order. At $r_s=4$, transfers $q<1$ supply $-0.44$ to $s_E$ and $+0.50$ to $s_k$, most of each slope. The pairwise cancellation does not extend to large transfers: near $q=2$ the two contributions have the same sign.

\section{Weighing the contributions}

\begin{center}
\begin{tabular}{ccccccc}
$r_s$ & $s_E$ & $s_k$ & $S$ & $B$ & $Z$ & $m^*/m$\\
\hline
1 & $-0.163$ & 0.196 & 0.050 & 0.016 & 0.86 & 0.97\\
2 & $-0.309$ & 0.316 & 0.050 & 0.043 & 0.76 & 0.99\\
3 & $-0.444$ & 0.418 & 0.046 & 0.071 & 0.69 & 1.02\\
4 & $-0.571$ & 0.510 & 0.040 & 0.100 & 0.64 & 1.04\\
5 & $-0.691$ & 0.596 & 0.034 & 0.129 & 0.59 & 1.06
\end{tabular}
\end{center}

The static part $W(q,0)$ contributes exactly $S$ to $s_k$ and nothing to $s_E$, and the program uses one integral for $S$ in both places. The numerical check of (\ref{balance}) therefore compares the remaining, dynamic parts of the two slopes, obtained by differentiating $G_0$, with $-B$, obtained separately from $Y$. They agree to better than $10^{-9}$ at all five densities. At $r_s=4$, direct integration of $\Sigma(k_F,i\omega)$ extrapolated to $\omega=0$ independently gives $s_E=-0.571$.

For $r_s=4$ the arithmetic is
\[
R=0.510-0.571=-0.061,\qquad S-B=0.040-0.100=-0.060,
\]
which agree within rounding; the unrounded value is $-0.0605$. Then
\[
\frac{m}{m^*}=1-0.637\times0.0605=0.961,\qquad \frac{m^*}{m}=1.04 .
\]
The Fermi velocity falls from $1.05\times10^6$ to $1.01\times10^6$ m/s. Static screened exchange alone, a frequency-independent self-energy with $Z=1$, would give $m^*/m=1/(1+S)=0.96$.

Two cancellations of unequal importance are present. The first, between $s_E$ and $s_k$, acts throughout the table: the sum of the slopes reduces to $S-B$, from which the long-wavelength contributions, equal and opposite in the two slopes, drop out. The second, between $S$ and $B$, depends on density. It is nearly complete at $r_s=2$, but at $r_s=5$ $B$ is almost four times $S$. The mass is still close to $m$ there because $B$ itself is small, well below either slope, so that $Z|S-B|$ is only $0.056$.

Within $G_0W_0$ the upward drift of the mass has a clear source. $Y$ does not depend on $e^2$, while $W$ grows with $e^2$ at every $q$ and $\nu$. By (\ref{B}), $B$ must grow with $r_s$. From $r_s=2$ to $5$, $S$ falls by $0.017$ while $B$ rises by $0.086$, and the balance passes from exchange to the medium between $r_s=2$ and $3$.

\section{How far the conclusion reaches}

Relation (\ref{landau}) holds for the normal Fermi liquid under the stated assumptions; the tabulated masses belong to $G_0W_0$. That approximation leaves an ambiguity. Solving the Dyson equation gives $m/m^*=1+ZR$. Evaluating $\Sigma$ at the free-particle energy gives $m/m^*=1+R$, hence $m^*/m=1.06$ instead of $1.04$ at $r_s=4$, and $1.11$ instead of $1.06$ at $r_s=5$. The difference is comparable to the mass shift itself. Within $G_0W_0$ the mass stays near $m$ at these densities, but the second decimal of its deviation is not fixed, and corrections beyond this approximation were not calculated.

The reduction to $F_1^s$ is lost when the electrons can give momentum to something outside the gas, such as a rigid lattice or an external set of oscillators. Equation (\ref{ward}) then no longer applies to the electrons alone. Coupling at small momentum transfer does not by itself restore the cancellation. The equal and opposite long-wavelength contributions came from the dependence of $G_0$ on $i\nu-\xi$, but the small remainder also needed a small $l=1$ part (\ref{S}) of the static interaction on the Fermi surface. Screening provides this by keeping $W$ bounded: at the tabulated densities $0<N_0W\le1$ on the Fermi surface, so (\ref{S}) gives $|S|<1/8$. This holds even at $r_s=1$, where $N_0W$ falls from $1$ to $0.15$ and $S=0.050$. An oscillator coupled directly to the electrons produces a static attraction; if it favours small angles, its Fermi-surface term (\ref{S}) is negative and can give $s_k$ the same sign as $s_E$. In the extreme case of a momentum-independent self-energy, $s_k=0$ and the mass returns to $m/Z$.

\section*{Computed values}
\begin{verbatim}
G0W0 electron gas; slopes, S, B, Z, masses dimensionless
rs  dSig/dE  (m/kF)dSig/dk  S  B  Z  m*/m Dyson  m*/m on-shell
1  -0.16268   0.19590   0.04970   0.01648   0.86008   0.97222   0.96785
2  -0.30856   0.31632   0.05043   0.04267   0.76420   0.99410   0.99229
3  -0.44364   0.41808   0.04566   0.07122   0.69270   1.01802   1.02623
4  -0.57065   0.51011   0.03971   0.10025   0.63668   1.04009   1.06444
5  -0.69126   0.59596   0.03374   0.12904   0.59128   1.05971   1.10534
largest |sum of slopes - (S-B)| (dimensionless): 6.4e-10
Worked example:
rs (dimensionless): 4
e^2 m/(hbar^2 kF) (dimensionless): 2.08425
kF (1/angstrom): 0.9067
Fermi energy of free electrons (eV): 3.1320
R = sum of slopes (dimensionless): -0.06054
S - B (dimensionless): -0.06054
Z*R (dimensionless): -0.03854
1/Z, mass ratio if dSig/dk were zero: 1.5706
m*/m from screened exchange alone, 1/(1+S): 0.9618
free Fermi velocity (m/s): 1.0496e+06
quasiparticle velocity, Dyson (m/s): 1.0092e+06
N0*W static, q -> 0 (dimensionless): 1.0000
N0*W static, q = 2kF (dimensionless): 0.4982
bare exchange S, cutoff q=0.01 kF: 2.8517
bare exchange S, cutoff q=0.001 kF: 4.3793
Checks:
Im Sigma/omega at omega = 0.01 (2EF): -0.56826
Im Sigma/omega at omega = 0.005 (2EF): -0.56945
extrapolated to omega = 0 (dimensionless): -0.57063
chi at q=1.3, nu=0.7, definition: 0.0343013
chi at q=1.3, nu=0.7, closed form: 0.0343013
Y from Fermi-surface integral: -0.0510722
Y from q*dchi/dnu: -0.0510722
delta weight in dG/dk divided by 2pi: -0.999999
shift identity, relative error, GW: 3.2e-16
shift identity, relative error, 2nd exchange: 8.6e-16
shift identity, relative error, frozen W: 0.896
\end{verbatim}
